# Spin-Singlet Defects Hidden from EPR and Revealed by Photoionization

## The decision

A simulation of an n-type power-device layer needs a trap density. Suppose electron paramagnetic resonance (EPR) finds no defect signal. May the trap density be set to zero?

Take $N_D=1.0\times10^{16}\ \mathrm{cm^{-3}}$ donors and a defect that can hold two extra electrons. If $N_V=2.0\times10^{15}\ \mathrm{cm^{-3}}$ such defects are present and full, they have taken $2N_V=4.0\times10^{15}\ \mathrm{cm^{-3}}$ electrons from the donors. At 300 K the model below gives $5.9\times10^{15}$ free electrons per $\mathrm{cm^3}$, although there are $10^{16}$ donors. Setting the trap density to zero would misstate the on-state conductivity, and in this sample EPR in the dark shows no defect signal at all.

## The counter-example in the dark

Let one nondegenerate defect orbital hold $N=0$, 1 or 2 electrons. All deeper defect electrons form closed shells without spin. Energies are measured from the conduction-band edge. The first electron enters at $\varepsilon_1=-0.45$ eV and the second at $\varepsilon_2=-0.65$ eV, so

$$U=\varepsilon_2-\varepsilon_1=-0.20\ \mathrm{eV}.$$

The second electron is bound more strongly than the first. This can happen when the energy gained by lattice relaxation exceeds the electrons' repulsion. The charge states $N=0,1,2$ are neutral, singly negative and doubly negative. The donor level lies 0.06 eV below the band edge, far above both defect levels. In equilibrium at 30 K the defects are therefore full.

EPR drives transitions with a small oscillating magnetic field along $x$, perpendicular to the static field $B$. By the golden rule, the net absorption between a lower level $i$ and an upper level $j$ is proportional to

$$(p_i-p_j)\,|\langle j|S_x|i\rangle|^2,$$

where $p_i$ is a thermal population and spin is in units of $\hbar$. The factor $p_i-p_j$ is absorption minus stimulated emission.

For two electrons in one orbital, the state is $|{\uparrow\downarrow}\rangle=a_\uparrow^\dagger a_\downarrow^\dagger|0\rangle$. The operator $S_+=a_\uparrow^\dagger a_\downarrow$ removes the down electron and tries to add a second up electron, which the Pauli principle forbids. Hence $S_+|{\uparrow\downarrow}\rangle=0$, and likewise $S_-|{\uparrow\downarrow}\rangle=0$. Since $S_x=(S_++S_-)/2$, the matrix element of $S_x$ vanishes. Also $S_z|{\uparrow\downarrow}\rangle=\tfrac12(1-1)|{\uparrow\downarrow}\rangle=0$, so there is no Zeeman splitting either. More defects, a stronger field or more microwave power multiply this zero.

For $N=1$ the two levels lie at $\pm g\mu_BB/2$, and $|\langle\uparrow|S_x|\downarrow\rangle|^2=1/4$. With $y=g\mu_BB/(2k_BT)$, the population difference is

$$P=\frac{e^y-e^{-y}}{e^y+e^{-y}}=\tanh y .$$

At 9.5 GHz and $g=2.00$, resonance requires $B=h\nu/(g\mu_B)=339$ mT. At 30 K, $P=0.0076$, and the strength is $P/4=1.9\times10^{-3}$ per defect. It is zero for $N=0$ and $N=2$.

## The same defects under light

A photon can move one electron from the defect to the conduction band. The thermal cost is $-\varepsilon_2=0.65$ eV, but the atoms do not move during the optical transition. If the relaxation energy afterwards is 0.20 eV, the mean vertical cost is

$$0.65+0.20=0.85\ \mathrm{eV}.$$

This is not a sharp threshold. Model the relaxation by one oscillator with quantum $\hbar\omega=0.04$ eV, and let $S_{HR}=0.20/0.04=5$. After ionization its Hamiltonian is

$$0.85\ \mathrm{eV}+\hbar\omega\left[a^\dagger a-\sqrt{S_{HR}}(a+a^\dagger)\right]
=0.65\ \mathrm{eV}+\hbar\omega\, b^\dagger b,$$

with $b=a-\sqrt{S_{HR}}$; completing the product subtracts $S_{HR}\hbar\omega=0.20$ eV. The initial state obeys $a|0\rangle=0$, hence $b|0\rangle=-\sqrt{S_{HR}}|0\rangle$. Its amplitudes $d_m$ on the new levels satisfy $\sqrt{m+1}\,d_{m+1}=-\sqrt{S_{HR}}\,d_m$. After normalization,

$$|d_m|^2=e^{-S_{HR}}\frac{S_{HR}^m}{m!}.$$

The line without a lattice quantum has weight $e^{-5}=0.0067$. A photon of 1.20 eV reaches 99.9% of the total weight. It can also ionize $N=1$, whose thermal cost is 0.45 eV, if the relaxation energy of that step is similar. In a material with a gap of roughly 3.2 eV it cannot lift a valence electron into the defect, so holes are left out.

Let $v_2,v_1,v_0$ be the densities of the three charge states, $\Phi$ the photon flux and $n$ the free-electron density under light. The optical cross-sections are $\sigma_2$ for $2\to1$ and $\sigma_1$ for $1\to0$. The capture coefficients are $c_1$ for $1\to2$ and $c_0$ for $0\to1$. At 30 K thermal emission from the defect is negligible, because even 0.45 eV is about $174\,k_BT$. Then

$$\dot v_2=-\sigma_2\Phi v_2+c_1nv_1,\qquad
\dot v_0=\sigma_1\Phi v_1-c_0nv_0 .$$

In the steady state both derivatives vanish:

$$v_2=\frac{c_1n}{\sigma_2\Phi}v_1,\qquad v_0=\frac{\sigma_1\Phi}{c_0n}v_1.$$

Putting these into $v_2+v_1+v_0=N_V$ and dividing by $N_V$ gives the visible fraction

$$f_1=\frac{v_1}{N_V}=\frac{1}{1+\dfrac{c_1n}{\sigma_2\Phi}+\dfrac{\sigma_1\Phi}{c_0n}}. \tag{1}$$

The second term in the denominator counts defects refilled to the singlet. The third counts defects that have lost both electrons and are silent again.

### The electron density

The donors fix $n$. In the dark, the ratio of neutral to ionized donors is $2e^{(\mu+0.06\,\mathrm{eV})/k_BT}$, where $\mu$ is the Fermi level and the 2 counts spin. For a dilute electron gas $n=N_ce^{\mu/k_BT}$, where $N_c$ is the effective density of states of the band. Eliminating $\mu$ gives

$$n=n_1\frac{d}{N_D-d},\qquad n_1=\frac{N_c}{2}e^{-0.06\,\mathrm{eV}/k_BT},$$

with $d$ the density of neutral donors. Using $N_c=1.7\times10^{19}(T/300\,\mathrm K)^{3/2}\ \mathrm{cm^{-3}}$ gives $n_1=2.24\times10^7\ \mathrm{cm^{-3}}$ at 30 K. In the dark $d=N_D-2N_V=6.0\times10^{15}\ \mathrm{cm^{-3}}$, apart from the tiny $n$, so $n=1.5\,n_1=3.4\times10^7\ \mathrm{cm^{-3}}$.

Light also ionizes donors, with cross-section $\sigma_D$. If $c_D$ is their capture coefficient, balance replaces $n_1$ by $n_1+\sigma_D\Phi/c_D$. Charge neutrality supplies the remaining equation:

$$N_D-d=n+v_1+2v_2. \tag{2}$$

Its solution is unique. At fixed flux, the weights of $N=0,1,2$ vary as $1,n,n^2$ times constants. The derivative of the mean $N$ with respect to $\ln n$ is the variance of $N$, which is not negative. The numbers of electrons on defects, on donors and in the band therefore all grow with $n$, and their fixed total is reached once.

### Numbers

Take $\sigma_2=\sigma_1=10^{-17}\ \mathrm{cm^2}$, $\sigma_D=10^{-18}\ \mathrm{cm^2}$, $c_1=10^{-10}$, $c_0=10^{-8}$ and $c_D=10^{-6}\ \mathrm{cm^3/s}$. The small $c_1$ represents repulsion of an electron by an already negative defect. Its value is an assumed room-temperature one, kept at 30 K for simplicity; the section on a real material estimates how much smaller it could be in the cold. The flux is $\Phi=10^{16}\ \mathrm{cm^{-2}s^{-1}}$, or 1.9 mW/cm² at 1.20 eV.

Solving the balances together gives $n=9.13\times10^7\ \mathrm{cm^{-3}}$. The two ratios in (1) are

$$\frac{10^{-10}\times9.13\times10^7}{10^{-17}\times10^{16}}=0.091,\qquad
\frac{10^{-17}\times10^{16}}{10^{-8}\times9.13\times10^7}=0.110,$$

so $f_1=1/1.201=0.83$. The rest is 0.076 with $N=2$ and 0.091 with $N=0$. The unpaired density is $1.67\times10^{15}\ \mathrm{cm^{-3}}$. A sample of $4\times4\times0.1\ \mathrm{mm^3}$, or $1.6\times10^{-3}\ \mathrm{cm^3}$, then contains $2.7\times10^{12}$ unpaired defects. As a rough guide, an X-band spectrometer needs some $10^{11}$ spins for a narrow line. The light has changed the spin state of defects that were there throughout.

The donors give a second record. Subtracting (2) in the dark from (2) in the light, and neglecting the change of $n$, gives

$$\Delta d=2N_V-v_1-2v_2=v_1+2v_0. \tag{3}$$

Here $\Delta d=2.03\times10^{15}\ \mathrm{cm^{-3}}$. A neutral donor has an unpaired electron, so the donor EPR signal grows too. If the freed electrons all end on these donors, the two signals together give $v_0=(2.03-1.67)/2\times10^{15}=1.8\times10^{14}\ \mathrm{cm^{-3}}$. The sum $v_1+v_0=1.85\times10^{15}\ \mathrm{cm^{-3}}$ is a tighter lower bound on $N_V$ than $v_1$ alone, provided the spin counts are accurate to about 1%. Here $v_0$ is a small difference of large numbers, and independent 5% errors in the three counts (donors in the dark, donors under light and defects under light) would give it an uncertainty larger than its value. It still misses the defects that remained full.

## The correct general statement

**Statement.**

1. A spin-singlet charge state has no spin-resonance absorption. If it is also an isolated, nondegenerate level, weak mixing with other states does not create a resonance at the microwave frequency.
2. For the one-orbital defect in equilibrium, the paramagnetic fraction at any Fermi level satisfies
$$f_1\le\frac{1}{1+e^{-U/(2k_BT)}}. \tag{4}$$
3. Under steady light, with thermal emission and holes negligible, the fraction is (1), and
$$f_1\le\frac{1}{1+2\sqrt{\sigma_1c_1/(\sigma_2c_0)}}. \tag{5}$$

Thus a spin count gives a lower bound on the defect density. A missing signal bounds the density of that paramagnetic charge state, at the sensitivity of the measurement, and not the density of the defect.

**Proof of 1.** For any singlet $|\psi\rangle$,

$$0=\langle\psi|\mathbf S^2|\psi\rangle=\|S_x\psi\|^2+\|S_y\psi\|^2+\|S_z\psi\|^2 .$$

Each term is nonnegative, so each is zero. All spin matrix elements out of $|\psi\rangle$ vanish, however many electrons form the singlet.

A real state may not be a pure singlet. Consider two electrons in different orbitals, with a singlet below a triplet by $\Delta$ and with $g$ factors that differ by $\delta g$. The part of the Zeeman energy that mixes them is $\tfrac12\mu_BB\,\delta g\,(s_{2z}-s_{1z})$. With $|S\rangle=(|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle)/\sqrt2$, direct action gives

$$(s_{1z}-s_{2z})|S\rangle=\frac{|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle}{\sqrt2}=|T_0\rangle .$$

To first order, the magnitude of the triplet amplitude is the matrix element divided by the gap, $\mu_BB\,\delta g/(2\Delta)$. For $\Delta=0.10$ eV and $\delta g=0.01$ it is $9.8\times10^{-7}$. More important, the microwave quantum is 39 µeV, while the nearest level is about 0.10 eV away. Energy conservation leaves no final state for a resonance, whatever the small amplitude. The thermal triplet population, $3e^{-\Delta/k_BT}$ relative to the singlet, is $5\times10^{-17}$ at 30 K.

An even number of electrons is not enough for silence. Two electrons in a triplet have $|\langle T_0|S_x|T_+\rangle|^2=1/2$ and can absorb, provided their level splittings can be matched by the spectrometer.

**Proof of 2.** Let $x=e^{(\mu-\varepsilon_1)/k_BT}$. The empty defect has weight 1. One electron has weight $2x$, because there are two spin directions. Two electrons have weight

$$e^{(2\mu-\varepsilon_1-\varepsilon_2)/k_BT}=x^2e^{-U/k_BT}.$$

Therefore

$$f_1=\frac{2x}{1+2x+x^2e^{-U/k_BT}}
=\frac{1}{1+\frac12\left(x^{-1}+xe^{-U/k_BT}\right)} .$$

The sum of two positive numbers is at least twice the square root of their product, so the bracket is at least $2e^{-U/(2k_BT)}$. This proves (4), with equality at $x=e^{U/(2k_BT)}$, that is, at $\mu=(\varepsilon_1+\varepsilon_2)/2$.

For $U=-0.20$ eV the bound is 0.020 at 300 K and $1.6\times10^{-17}$ at 30 K. At these temperatures, changing the doping cannot bring out a strong equilibrium signal: nearly all defects pass from empty to doubly filled. At 300 K the best doping would leave about $6.5\times10^{10}$ unpaired defects in the sample above, just under the rough guide of $10^{11}$ spins. For $U=+0.20$ eV the same formula gives 0.98 at 300 K. Such a defect can be made visible by placing the Fermi level between its two levels.

**Proof of 3.** Write $r=\Phi/n$. The last two terms in the denominator of (1) are $A/r+Cr$, with $A=c_1/\sigma_2$ and $C=\sigma_1/c_0$. Their sum is at least $2\sqrt{AC}$, which is (5). Equality requires $r=\sqrt{A/C}$, or

$$\Phi=n\sqrt{\frac{c_0c_1}{\sigma_1\sigma_2}}. \tag{6}$$

The bound holds even though light changes $n$, because $\Phi$ and $n$ enter through their ratio. Finally, $0\le f_1\le1$ gives $N_V\ge v_1$. $\square$

In the example $\sqrt{\sigma_1c_1/(\sigma_2c_0)}=0.1$, so the largest fraction is $1/1.2=0.83$. Equation (6), evaluated at the illuminated $n$, gives $9.1\times10^{15}\ \mathrm{cm^{-2}s^{-1}}$. The chosen flux is close to this optimum. If the two cross-sections were equal and the two capture coefficients were equal, at most one third of the defects could be visible.

## When light also gives no signal

At 30 K, with the material constants held fixed and $n$ recalculated at each flux, the fractions are:

| $\Phi$ (cm⁻² s⁻¹) | $N=2$ | $N=1$ | $N=0$ |
|---|---:|---:|---:|
| $10^{14}$ | 0.80 | 0.20 | 0.00 |
| $10^{15}$ | 0.37 | 0.62 | 0.01 |
| $10^{16}$ | 0.08 | 0.83 | 0.09 |
| $10^{17}$ | 0.01 | 0.61 | 0.38 |
| $10^{18}$ | 0.00 | 0.28 | 0.72 |

With the fixed $c_1$ of this table, weak light leaves most defects in the full singlet. Strong light replaces it by the empty one. The weak-light side depends on $c_1$: with the much smaller cold value estimated below, $f_1$ is still 0.996 at $10^{14}\ \mathrm{cm^{-2}s^{-1}}$ and falls to 0.40 only at $10^{11}\ \mathrm{cm^{-2}s^{-1}}$. These are steady-state values without tunnelling. At the weaker of these two fluxes, a sample that starts with full defects needs about ten days to reach 90% of its final signal. A signal that falls as the lamp is turned up does not mean that the defects are being destroyed.

Temperature also matters, because it changes $n$. At the main flux, with cross-sections and capture coefficients held fixed, $f_1$ falls from 0.83 at 30 K to 0.053 at 40 K and $9.7\times10^{-5}$ at 60 K. The donors release electrons: at 60 K, $n=1.0\times10^{13}\ \mathrm{cm^{-3}}$. The refill rate is then $c_1n\approx10^3\ \mathrm{s^{-1}}$, against an ionization rate of $0.1\ \mathrm{s^{-1}}$. Their ratio, $10^4$, accounts for the lost signal. Where the fall sets in depends on holding $c_1$ fixed: with the stronger cold repulsion estimated below, $f_1$ is 0.91, 0.95 and 0.012 at 30, 40 and 60 K. At 300 K the fraction is $2.4\times10^{-7}$ with thermal emission from the defect included; equation (1), which omits it, would give $1.7\times10^{-7}$. In this model, a null result on a warm illuminated sample says almost nothing about $N_V$.

## After the light is switched off

With the lamp off, an empty defect captures one electron and becomes visible, then captures a second and disappears. Let $f_0=v_0/N_V$, $\alpha=c_0n$ and $\beta=c_1n$. If $n$ is held fixed,

$$\dot f_0=-\alpha f_0,\qquad \dot f_1=\alpha f_0-\beta f_1 .$$

The first equation gives $f_0=f_0(0)e^{-\alpha t}$. Multiplying the second by $e^{\beta t}$ gives $d(f_1e^{\beta t})/dt=\alpha f_0(0)e^{-(\alpha-\beta)t}$. Integration from zero yields

$$f_1(t)=f_1(0)e^{-\beta t}+\frac{\alpha f_0(0)}{\alpha-\beta}\left(e^{-\beta t}-e^{-\alpha t}\right).$$

At switch-off $\alpha=0.913$ and $\beta=0.00913\ \mathrm{s^{-1}}$. The initial slope is $0.913\times0.0912-0.00913\times0.833\approx+0.076\ \mathrm{s^{-1}}$, so the signal first rises in the dark. With $n$ allowed to vary, $f_1$ goes from 0.83 to a peak of 0.89 after 2.8 s, and falls to half the peak after 120 s. These times belong to the chosen $c_1$; a smaller value at 30 K would make the decay much slower.

At 120 s the fixed-$n$ formula gives 0.31, while the full equations give 0.45. The difference comes from $n$: as defects take electrons back, fewer donors are neutral, and $n$ falls from $9.1\times10^7$ towards its dark value of $3.4\times10^7\ \mathrm{cm^{-3}}$. Refilling therefore slows.

## Relation to a real material

The parameters are rough values in the regime of the carbon vacancy in n-type 4H silicon carbide, whose doubly negative state is a singlet. The capture coefficients and cross-sections are illustrative choices, and the two inequivalent lattice sites are merged into one, for defects and donors alike. Nitrogen donors in this material have depths of about 0.06 and 0.12 eV. With half the donors at each depth, the model gives $f_1=0.78$ instead of 0.83 at 30 K, and 0.19 instead of 0.053 at 40 K.

The fixed $c_1$ is a more serious simplification. For bare Coulomb repulsion, with effective mass $0.39\,m_e$ and relative permittivity 9.8, the thermally averaged probability of finding an electron at the negative defect is reduced by a factor $9.4\times10^{-3}$ at 300 K, but $2.9\times10^{-6}$ at 30 K. If $c_1=10^{-10}\ \mathrm{cm^3/s}$ at 300 K, this scaling gives about $3\times10^{-14}\ \mathrm{cm^3/s}$ at 30 K. The fraction under the main flux is then 0.91, and the half-peak time after switch-off grows from two minutes to about four days, unless another process such as tunnelling refills the defects sooner. With the tunnelling rate assumed below, the refill time at the median distance to the nearest neutral donor (27 nm) is about 6 hours for a mass of $0.3\,m_e$ and about 90 days for $0.4\,m_e$, so either process could set the decay.

The defect density is far above that of typical as-grown device layers, where roughly $10^{12}$ to $10^{13}\ \mathrm{cm^{-3}}$ is common; it suits heavily irradiated material better. At $10^{13}\ \mathrm{cm^{-3}}$ the sample above would hold only $1.6\times10^{10}$ defects, below the rough guide of $10^{11}$ spins even if all were unpaired. That guide shifts with temperature, line width and spectrometer, so such a signal might or might not be seen. At this density the defects would lower the free-electron density at 300 K by only 0.2%, so the conductivity error in the opening example is specific to a high defect density. Even a small density can still matter for carrier lifetime.

Another neglected effect is tunnelling of an electron from a nearby neutral donor back to the defect. Take a rate $\nu_0e^{-2R/a}$ at separation $R$, with an assumed $\nu_0=10^{12}\ \mathrm{s^{-1}}$ and donor radius $a=\hbar/\sqrt{2m^*E_D}$, where $E_D=0.06$ eV. It exceeds the ionization rate $\sigma_2\Phi$ within

$$R_*=\frac a2\ln\frac{\nu_0}{\sigma_2\Phi}.$$

If the neutral donors are taken as randomly placed, which ignores the electric field of the charged defect, the chance of at least one inside this distance is $1-e^{-4\pi dR_*^3/3}$. An effective mass of $0.4\,m_e$ gives $R_*=19$ nm and a share of 0.20; $0.3\,m_e$ gives 22 nm and 0.29. If all these defects stayed full, $f_1$ would drop from 0.83 to about $0.83\times(1-0.20)=0.66$ or $0.83\times(1-0.29)=0.59$; recalculating $n$ and $d$ shifts these values by less than 0.01. The signal would survive, but its decay would no longer follow the simple capture law. By comparison, the light loses a fraction of only $2\times10^{-4}$ to defect absorption across 0.1 mm, and $n/N_c\approx2\times10^{-10}$ justifies the dilute-gas formula. Microwave saturation and the temperature dependence of $c_0$ and $c_D$ were not sized. The cold estimate of $c_1$ includes only Coulomb repulsion. Capture must also release 0.65 eV as about 16 lattice quanta, and in the one-oscillator model above this weight is a further five to six times smaller at 30 K than at 300 K, so the cold $c_1$ and the times derived from it are order-of-magnitude values.

For the device calculation, a dark EPR null is therefore no ground for setting $N_V=0$. A cold measurement over a range of photon fluxes, followed in time after switch-off and compared with the donor signal, can give a useful lower bound. An upper bound needs a method that also counts the silent charge states, such as a measurement of trapped charge made when the defects are known to be full. An emptied defect holds no trapped electrons and would be missed.

## Computed values

```
Levels (0/-), (-/2-): -0.45, -0.65 eV; U=-0.20 eV
Donor depth: 0.06 eV; temperature: 30 K
Donors, defects: 1.0e+16, 2.0e+15 cm-3
Conduction density of states, 300 K: 1.7e+19 cm-3
Cross-sections s2, s1, sD: 1e-17, 1e-17, 1e-18 cm2
Capture c1, c0, cD: 1e-10, 1e-08, 1e-06 cm3/s
Microwave: 9.5 GHz; g=2.00; B=339.4 mT
Microwave quantum: 39.3 microeV
EPR strength N=0,1,2: 0.000e+00 1.900e-03 0.000e+00
Spin polarization: 0.00760
Singlet-triplet gap: 0.10 eV; g difference: 0.01
Triplet mixing amplitude: 9.82e-07
Thermal triplet / singlet: 4.76e-17
Largest equilibrium f1, 30 K: 1.59e-17
Largest equilibrium f1, 300 K: 0.0205
Dark Fermi level: -0.0607 eV; dark f1: 2.04e-99
Relaxation, phonon: 0.20, 0.04 eV
Huang-Rhys factor: 5.00
Vertical ionization: 0.85 eV; photon: 1.20 eV
Zero-phonon weight: 0.00674
Lattice weight below photon energy: 0.99930
Main flux: 1.0e+16 photons/(cm2 s)
Light power: 1.923 mW/cm2
Free electrons dark, light: 3.357e+07, 9.129e+07 cm-3
Ratio c1*n/(s2*flux): 0.0913
Ratio s1*flux/(c0*n): 0.1095
Light fractions N=2,1,0: 0.0760 0.8328 0.0912
Unpaired defect density in light: 1.666e+15 cm-3
Sample volume: 1.60e-03 cm3
Unpaired defects in sample: 2.665e+12
Excess lower-level spins: 2.025e+10
Neutral donors dark, light: 6.000e+15, 8.030e+15 cm-3
Gain in neutral donors: 2.030e+15 cm-3
Best flux at this n: 9.129e+15 photons/(cm2 s)
Largest f1 at fixed n: 0.8333
Flux 1e+14 /(cm2 s): N=2,1,0 fractions 0.7990 0.2005 0.0005
Flux 1e+15 /(cm2 s): N=2,1,0 fractions 0.3707 0.6190 0.0103
Flux 1e+16 /(cm2 s): N=2,1,0 fractions 0.0760 0.8328 0.0912
Flux 1e+17 /(cm2 s): N=2,1,0 fractions 0.0095 0.6057 0.3848
Flux 1e+18 /(cm2 s): N=2,1,0 fractions 0.0011 0.2804 0.7185
At 30 K, main flux: n=9.13e+07 cm-3, f1=8.33e-01
At 40 K, main flux: n=1.79e+10 cm-3, f1=5.29e-02
At 60 K, main flux: n=1.04e+13 cm-3, f1=9.65e-05
At 300 K, main flux: n=5.93e+15 cm-3, f1=2.38e-07
Light off: capture rates c0*n, c1*n = 0.9129, 0.00913 1/s
Light off: f1 start 0.8328, peak 0.8946
Peak time: 2.8 s; half-peak time: 119.7 s
Fixed-n f1 at these times: 0.8944, 0.3101
Full f1 at half-peak time: 0.4472
Tunnelling, mass 0.3 me: radius 1.45 nm, reach 21.8 nm, share 0.293
Tunnelling, mass 0.4 me: radius 1.26 nm, reach 18.9 nm, share 0.202
Degeneracy measure n/Nc: 1.70e-10
Optical loss through 0.01 cm: 2.00e-04
```
